# Strongly Contracted NEVPT2 from Active Densities and Commutators

When both OH bonds of water are stretched, the bonding and antibonding orbitals approach each other in energy and one determinant describes the electrons less and less well. A complete-active-space (CAS) wavefunction treats these few orbitals fully, but contains no configuration in which electrons enter virtual orbitals or leave the deeper, doubly occupied ones, and so leaves out the correlation these carry. Perturbation theory can estimate it. One choice of zeroth-order Hamiltonian keeps the full two-electron interaction among the active electrons, so that the CAS wavefunction is one of its eigenstates. Strongly contracted second-order $n$-electron valence perturbation theory (NEVPT2) makes this choice and uses few perturbing functions.

## Reference and zeroth-order Hamiltonian

Inactive orbitals $i,j$ are doubly occupied in the reference $\Psi_0$, active orbitals are $a,b,c,d,e,f$, and virtual orbitals $r,s$ are empty. Orbitals are real, $p,q,t,u$ are general, and $\sigma,\tau$ are spins. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$,

$$H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqtu}(pq|tu)\,e_{pq,tu},\qquad e_{pq,tu}=\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{t\tau}a_{u\tau}a_{q\sigma}. \tag{1}$$

The nuclear repulsion is a constant, added at the end.

If one electron moves from $q$ to $p$ while inactive electrons look on, the direct terms give $2(pq|jj)$: two spins, and two equal placements that cancel the factor $\tfrac12$. In the exchange terms, one interchange of annihilators gives $-(pj|jq)$. Hence

$$h^c_{pq}=h_{pq}+\sum_j\left[2(pq|jj)-(pj|jq)\right]. \tag{2}$$

This also holds for $q=i$: the remaining electron in $i$ contributes $(pi|ii)$, which is $2-1$ times that integral.

The active electrons therefore obey

$$H_v=\sum_{ab}h^c_{ab}E_{ab}+\tfrac12\sum_{abcd}(ab|cd)e_{ab,cd},\qquad H_v\Psi_0=E_v\Psi_0. \tag{3}$$

The eigenstate condition is essential below. Let $E_c$ be the energy of the inactive electrons alone, so that $E_0=E_c+E_v$. The Dyall Hamiltonian is

$$H^D=E_c-2\sum_i\varepsilon_i+\sum_i\varepsilon_iE_{ii}+\sum_r\varepsilon_rE_{rr}+H_v. \tag{4}$$

On $\Psi_0$, $E_{ii}=2$ and $E_{rr}=0$, so $H^D\Psi_0=E_0\Psi_0$. The energies $\varepsilon$ are eigenvalues of the inactive and virtual blocks of

$$f_{pq}=h^c_{pq}+\sum_{ab}D_{ab}\left[(pq|ab)-\tfrac12(pa|bq)\right],\qquad D_{ab}=\langle E_{ab}\rangle, \tag{5}$$

where $\langle\cdots\rangle$ is an average over $\Psi_0$.

## One perturber per set of labels

Let $l$ list the inactive holes and virtual particles, with repetitions, and let $P_l$ project onto all states with those external occupations. Define

$$\Psi_l=P_lH\Psi_0=V_l\Psi_0,\qquad N_l=\langle V_l^\dagger V_l\rangle. \tag{6}$$

The part of $H\Psi_0$ without holes or particles is $E_0\Psi_0$, by (3). Thus $H\Psi_0=E_0\Psi_0+\sum_l\Psi_l$. Different $l$ have different occupations and are orthogonal, so $\sum_lN_l=\langle H^2\rangle-E_0^2$.

Strong contraction takes each normalized $\Psi_l/\sqrt{N_l}$ as an eigenstate of the zeroth-order Hamiltonian, with energy $E_l=\langle\Psi_l|H^D|\Psi_l\rangle/N_l$. Its coupling to the reference is $\langle\Psi_l|H|\Psi_0\rangle/\sqrt{N_l}=\sqrt{N_l}$, since $P_l^2=P_l$. Second-order perturbation theory gives

$$E_2=-\sum_l\frac{N_l}{E_l-E_0}. \tag{7}$$

Perturbers of zero norm are dropped.

On $\Psi_l$ the external part of (4) equals $E_c+\Delta\varepsilon_l$, where $\Delta\varepsilon_l$ is the sum of particle energies minus the sum of hole energies. Therefore $(H^D-E_0)\Psi_l=(\Delta\varepsilon_l+H_v-E_v)V_l\Psi_0$. Because $E_v\Psi_0=H_v\Psi_0$, we have $(H_v-E_v)V_l\Psi_0=[H_v,V_l]\Psi_0$, and

$$E_l-E_0=\Delta\varepsilon_l+\frac{T_l}{N_l},\qquad T_l=\langle V_l^\dagger[H_v,V_l]\rangle. \tag{8}$$

Write $V_l=\sum_mX_mO_m$, where the external strings $X_m$ create orthonormal states and each $O_m$ is active. $H_v$ has an even number of operators in every term and shares no orbital with $X_m$, so it commutes with $X_m$. Hence

$$N_l=\sum_m\langle O_m^\dagger O_m\rangle,\qquad T_l=\sum_m\langle O_m^\dagger[H_v,O_m]\rangle. \tag{9}$$

An overall sign of $O_m$ has no effect.

## Classes in which both electrons change space

Take $i\le j$ and $r\le s$. An arrow shows holes on its left and particles on its right; an active electron is removed or added where the numbers differ. In these five classes no one-electron term contributes.

**$ij\to rs$.** With $A=(ri|sj)$ and $B=(si|rj)$, equal placements in (1) cancel the $\tfrac12$:

$$V=\frac{A\,e_{ri,sj}+B\,e_{si,rj}}{g},\qquad g=(1+\delta_{ij})(1+\delta_{rs}). \tag{10}$$

The divisor removes double counting when labels coincide. For distinct labels, each operator makes four orthonormal spin states. Since $a^\dagger_{s\sigma}a^\dagger_{r\tau}=-a^\dagger_{r\tau}a^\dagger_{s\sigma}$, the two sets share the two states with $\sigma=\tau$, with opposite sign. The overlap is $-2$, and

$$N=\frac{4(A^2+B^2-AB)}{g},\qquad T=0. \tag{11}$$

If one pair coincides, $A=B$ and $V=Ae$ makes two states: $N=2A^2$. If both coincide, $V=\tfrac12Ae$ makes one state twice: $N=A^2$. Both agree with (11).

**$i\to rs$.** With $A_a=(ri|sa)$ and $B_a=(si|ra)$, $V=\sum_a(A_ae_{ri,sa}+B_ae_{si,ra})/(1+\delta_{rs})$. In a square such as $AA$, the spin of $i$ is free and gives 2, while the spin of $a$ builds $D_{ab}$. In a cross term all spins must agree, and the interchange of $r$ and $s$ gives $-D_{ab}$. Thus

$$N=\sum_{ab}W_{ab}D_{ab},\quad W_{ab}=\frac{2A_aA_b+2B_aB_b-A_aB_b-B_aA_b}{1+\delta_{rs}}. \tag{12}$$

For $r=s$ the spins of $i$ and $a$ must differ, leaving $\sum A_aA_bD_{ab}$, as (12) gives. The external strings are the same in $T$, so

$$T=\sum_{ab}W_{ab}K_{ab},\qquad K_{ab}=\sum_\sigma\langle a^\dagger_{a\sigma}[H_v,a_{b\sigma}]\rangle. \tag{13}$$

**$ij\to r$.** The same spin count applies with $A_a=(ri|aj)$, $B_a=(rj|ai)$ and divisor $1+\delta_{ij}$. Replace $D,K$ by

$$\bar D_{ab}=\sum_\sigma\langle a_{a\sigma}a^\dagger_{b\sigma}\rangle=2\delta_{ab}-D_{ab},\qquad \bar K_{ab}=\sum_\sigma\langle a_{a\sigma}[H_v,a^\dagger_{b\sigma}]\rangle. \tag{14}$$

**$\to rs$.** Here $V=\sum_{\sigma\tau}a^\dagger_{r\sigma}a^\dagger_{s\tau}O_{\sigma\tau}/(1+\delta_{rs})$, with $O_{\sigma\tau}=\sum_{ab}(ra|sb)a_{b\tau}a_{a\sigma}$. Define $\Gamma_{ab,cd}=\langle e_{ac,bd}\rangle$. Then

$$N=\frac{1}{1+\delta_{rs}}\sum_{abcd}(ra|sb)(rc|sd)\Gamma_{ab,cd}. \tag{15}$$

For $r=s$ the coefficients are symmetric, so $O_{\sigma\sigma}=0$ and $O_{\downarrow\uparrow}=-O_{\uparrow\downarrow}$. Then $V=a^\dagger_{r\uparrow}a^\dagger_{r\downarrow}O_{\uparrow\downarrow}$, whose norm is half the spin sum, as in (15).

**$ij\to$.** Similarly $O_{\sigma\tau}=\sum_{ab}(ai|bj)a^\dagger_{a\sigma}a^\dagger_{b\tau}$, and

$$N=\frac{1}{1+\delta_{ij}}\sum_{abcd}(ai|bj)(ci|dj)\sum_{\sigma\tau}\langle a_{b\tau}a_{a\sigma}a^\dagger_{c\sigma}a^\dagger_{d\tau}\rangle. \tag{16}$$

In these last two classes $T=\sum_{\sigma\tau}\langle O^\dagger_{\sigma\tau}[H_v,O_{\sigma\tau}]\rangle$, with the same divisor as $N$.

## Classes that also contain one-electron terms

**$i\to r$.** The direct term is $(ri|ab)a^\dagger_{r\sigma}a_{i\sigma}E_{ab}$. The exchange term is $(rb|ai)a^\dagger_{r\sigma}a^\dagger_{a\tau}a_{i\tau}a_{b\sigma}$; moving $a_{i\tau}$ left past $a^\dagger_{a\tau}$ costs a minus sign. So $V=\sum_{\sigma\tau}a^\dagger_{r\sigma}a_{i\tau}O_{\sigma\tau}$ with

$$O_{\sigma\tau}=\delta_{\sigma\tau}F-\sum_{ab}(rb|ai)a^\dagger_{a\tau}a_{b\sigma},\qquad F=h^c_{ri}+\sum_{ab}(ri|ab)E_{ab}. \tag{17}$$

Set $G=\sum_{ab}(rb|ai)E_{ab}$. Squaring (17) and summing spins gives

$$N=2\langle F^\dagger F\rangle-\langle F^\dagger G+G^\dagger F\rangle+\sum_{abcd}(rb|ai)(rd|ci)\left[2\delta_{ac}D_{bd}-\Gamma_{bc,da}\right]. \tag{18}$$

The bracket is $\sum_{\sigma\tau}\langle a^\dagger_{b\sigma}a_{a\tau}a^\dagger_{c\tau}a_{d\sigma}\rangle$, with $a_{a\tau}a^\dagger_{c\tau}=\delta_{ac}-a^\dagger_{c\tau}a_{a\tau}$. The other averages reduce through

$$\langle E_{ab}E_{cd}\rangle=\Gamma_{ac,bd}+\delta_{bc}D_{ad}. \tag{19}$$

**$\to r$ and $i\to$.** Collecting one-electron and two-electron terms gives, respectively,

$$O_\sigma=\sum_ah^c_{ra}a_{a\sigma}+\sum_{abc}(ra|bc)E_{bc}a_{a\sigma}, \tag{20}$$

$$O_\sigma=\sum_ah^c_{ai}a^\dagger_{a\sigma}+\sum_{abc}(ai|bc)a^\dagger_{a\sigma}E_{bc}. \tag{21}$$

For (20), for example,

$$\begin{aligned}N={}&\sum_{ad}h^c_{ra}h^c_{rd}D_{ad}+2\sum_{abcd}h^c_{rd}(ra|bc)\Gamma_{db,ac}\\&+\sum_{abcdef}(ra|bc)(rd|ef)\sum_\sigma\langle a^\dagger_{a\sigma}E_{cb}E_{ef}a_{d\sigma}\rangle.\end{aligned} \tag{22}$$

The last average is a three-body density plus lower ones. For (21), the same expansion contains $\bar D_{ad}$, $\sum_\sigma\langle a_{d\sigma}a^\dagger_{a\sigma}E_{bc}\rangle$ and $\sum_\sigma\langle E_{cb}a_{a\sigma}a^\dagger_{d\sigma}E_{ef}\rangle$ in these three places.

## The commutators

For the one-electron part, $[a^\dagger_{p\sigma}a_{q\sigma},a_{b\sigma}]=-\delta_{pb}a_{q\sigma}$. For the two-electron part, moving $a_b$ through two creators gives, with spin included in the labels,

$$a_ba_p^\dagger a_t^\dagger=\delta_{bp}a_t^\dagger-\delta_{bt}a_p^\dagger+a_p^\dagger a_t^\dagger a_b. \tag{23}$$

The two contractions contribute equally after the electron labels are exchanged, cancelling the $\tfrac12$ in $H_v$. Therefore

$$[H_v,a_{b\sigma}]=-\sum_ch^c_{bc}a_{c\sigma}-\sum_{cde}(bc|de)E_{de}a_{c\sigma}. \tag{24}$$

Since $[H_v,a^\dagger]=-[H_v,a]^\dagger$, the adjoint, with $d,e$ relabelled, is

$$[H_v,a^\dagger_{b\sigma}]=\sum_ch^c_{cb}a^\dagger_{c\sigma}+\sum_{cde}(cb|de)a^\dagger_{c\sigma}E_{de}. \tag{25}$$

Insert (24) in (13), and (25) in (14) with $\sum_\sigma a_{a\sigma}a^\dagger_{c\sigma}=2\delta_{ac}-E_{ca}$ and (19):

$$K_{ab}=-\sum_ch^c_{bc}D_{ac}-\sum_{cde}(bc|de)\Gamma_{ad,ce}, \tag{26}$$

$$\bar K_{ab}=\sum_ch^c_{cb}\bar D_{ac}+\sum_{cde}(cb|de)\left[2\delta_{ac}D_{de}-\Gamma_{cd,ae}-\delta_{ad}D_{ce}\right]. \tag{27}$$

Longer strings follow from $[H_v,PQ]=[H_v,P]Q+P[H_v,Q]$. For $\to rs$, using $a_{b\tau}E_{de}=E_{de}a_{b\tau}+\delta_{bd}a_{e\tau}$,

$$\begin{aligned}[H_v,a_{b\tau}a_{a\sigma}]={}&-\sum_c\left(h^c_{bc}a_{c\tau}a_{a\sigma}+h^c_{ac}a_{b\tau}a_{c\sigma}\right)\\&-\sum_{cde}E_{de}\left[(bc|de)a_{c\tau}a_{a\sigma}+(ac|de)a_{b\tau}a_{c\sigma}\right]\\&-\sum_{ce}(ac|be)a_{e\tau}a_{c\sigma}.\end{aligned} \tag{28}$$

The last line removes the repulsion within the departing pair. For the remaining classes, apply the product rule to each string in (16), (17), (20) and (21), and insert (24) and (25).

The commutator also limits the densities needed. Let $O$ contain at most $k$ ladder operators. In $H_vO$ and $OH_v$ the normally ordered parts without contractions are equal, because $H_v$ is even, and cancel. At least one contraction removes two operators, so $O^\dagger[H_v,O]$ has at most $k+4-2+k=2k+2$ operators: a $(k+1)$-body density. For (20) and (21), $k=3$ requires four-body densities; the separate products would contain five-body ones.

A single doubly occupied active orbital shows the meaning of $T$. Let $J=(aa|aa)$. Then $D_{aa}=\Gamma_{aa,aa}=2$, and (5) gives $\varepsilon_a=h^c_{aa}+J$. Equation (26) gives $K_{aa}/D_{aa}=-\varepsilon_a$: removing one electron yields the Møller–Plesset denominator. Removing both leaves no active electron, so $T/N=-E_v=-2h^c_{aa}-J=-2\varepsilon_a+J$. The additional $J$ is the interaction that an orbital-energy difference misses.

## What strong contraction changes

Instead of one averaged energy, one may keep the whole spectrum of $H^D$ for given external occupations. Let $\Psi_l$ have weight $w_k$ on an eigenstate at height $x_k$ above $E_0$. The uncontracted contribution is $-\sum_kw_k/x_k$; the contracted one is $-N_l^2/\sum_kw_kx_k$, where $N_l=\sum_kw_k$. If all $x_k$ with nonzero weight are positive, the Cauchy–Schwarz inequality gives

$$N_l^2=\left(\sum_k\sqrt{w_k/x_k}\sqrt{w_kx_k}\right)^2\le\sum_k\frac{w_k}{x_k}\sum_kw_kx_k. \tag{29}$$

Strong contraction therefore cannot make $E_2$ more negative. For $ij\to rs$ every $x_k$ is $\Delta\varepsilon_l$, and the two results agree.

The derivation of (8) does not show that the denominators are positive, so they should be inspected for each reference. As one approaches zero with finite norm, (7) diverges. The energy can also depend on the external orbitals: (4) keeps only diagonal orbital energies, and the labels decide which functions share one averaged denominator. This is why the canonical orbitals of (5) belong to the definition.

## Stretched water

Take OH bonds of 1.50 Å and an angle of 105°, with the 6-31G basis on oxygen and STO-3G on hydrogen. A CASSCF calculation, which optimizes orbitals and active coefficients together, places four electrons in the two bonding and two antibonding OH orbitals. There are three inactive and four virtual orbitals. The active natural occupations are 1.857, 1.853, 0.154 and 0.137, about 0.14 to 0.15 away from 2 and 0, and the leading determinant in these orbitals carries weight 0.86.

Consider $i=3$ and $r,s=8,9$, numbering orbitals from inactive to virtual. Their energies are $-0.4905$, $1.1678$ and $1.1946$ hartree, so

$$\Delta\varepsilon=1.1678+1.1946+0.4905=2.8529\ \text{hartree}.$$

Equations (12), (13) and (26) give $N=0.017474$ hartree² and $T/N=0.6287$ hartree, the mean cost of removing the active electron. The contribution is

$$-\frac{0.017474}{2.8529+0.6287}=-0.00502\ \text{hartree}.$$

Summing all perturbers gives:

| Class | $\sum N$ (hartree²) | $E_2$ (hartree) |
|---|---:|---:|
| $ij\to rs$ | 0.0954 | −0.02093 |
| $i\to rs$ | 0.0700 | −0.01721 |
| $ij\to r$ | 0.0124 | −0.00152 |
| $\to rs$ | 0.0108 | −0.00246 |
| $ij\to$ | 0.0058 | −0.00121 |
| $i\to r$ | 0.0630 | −0.02286 |
| $\to r$ | 0.0113 | −0.00423 |
| $i\to$ | 0.0008 | −0.00038 |

The total is $E_2=-0.0708$ hartree, or $-1.926$ eV. The smallest denominator is 1.97 hartree, so no small denominator inflates it. Rotating the two lowest virtual orbitals into each other by 45°, with $\varepsilon$ taken as the diagonal elements of (5) in the rotated orbitals, raises $E_2$ by 0.00013 hartree, although the sum of norms is unchanged. Here the change comes from the neglected off-diagonal element of (5), which is half the difference of the two orbital energies, 0.0134 hartree. If the rotated perturbers are coupled through this element, $E_2$ returns to its canonical value within $10^{-7}$ hartree, so the regrouping of perturbers contributes almost nothing in this example.

Diagonalizing $H_v$ in the active Fock space gives an uncontracted $E_2$ of $-0.0712$ hartree. Contraction thus costs 0.0004 hartree here.

The CASSCF energy is $-75.8692$ hartree, and adding $E_2$ gives $-75.9400$ hartree. Full configuration interaction in the same basis, found by iterative diagonalization, gives $-75.9475$ hartree. The error relative to it falls from 0.0783 to 0.0075 hartree. Removing the contraction would leave 0.0071 hartree, so most of the remaining error has another origin than contraction. This reference omits basis functions beyond the small set used, relativity and nuclear motion; it is not the experimental energy.
